# Two permittivities and a defect energy from three tetragonal supercells: test program

```python
"""Recover two permittivities and an isolated-defect energy from three cells.

Result under test: a point charge q in a periodic tetragonal cell (a, a, c), with
neutralizing background and permittivities eps_p (in plane), eps_z (axis), has
    E = E_iso - K q^2 A(t) / (2 a sqrt(eps_p eps_z)),
    t = (c/a) sqrt(eps_p/eps_z),  K = e^2/(4 pi eps0),
    A(t) = M - pi t/3 - sum' 2/[|n| (exp(2 pi |n| t) - 1)],
    M = 4 - 2 sum' erfc(sqrt(pi)|n|)/|n|,   n = nonzero integer pairs.
Independent road: explicit three-dimensional Fourier sums for Gaussian charges,
minus the isolated-charge integral, extrapolated to zero width.
Lengths are in nm and energies in eV. The defect energies are synthetic.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

K = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
Q = -1

index = np.arange(-30, 31)
radius = np.hypot(*np.meshgrid(index, index)).ravel()
radius = radius[radius > 0]
M = 4 - 2 * np.sum(erfc(np.sqrt(np.pi) * radius) / radius)


def shape_function(t):
    x = 2 * np.pi * radius * t
    return M - np.pi * t / 3 - np.sum(2 * np.exp(-x) / (-np.expm1(-x) * radius))


def plane_energy(a, c, eps_p, eps_z):
    t = c / a * np.sqrt(eps_p / eps_z)
    return -K * Q**2 * shape_function(t) / (2 * a * np.sqrt(eps_p * eps_z))


def gaussian_energy(a, c, eps_p, eps_z, variance):
    """Periodic minus isolated energy of a Gaussian charge, from definitions."""
    cutoff = 5.5 / np.sqrt(variance)
    na = int(np.ceil(cutoff * a / (2 * np.pi)))
    nc = int(np.ceil(cutoff * c / (2 * np.pi)))
    gx = 2 * np.pi / a * np.arange(-na, na + 1)
    gz = 2 * np.pi / c * np.arange(-nc, nc + 1)
    lateral = (gx[:, None]**2 + gx[None, :]**2)[:, :, None]
    axial = (gz**2)[None, None, :]
    denominator = eps_p * lateral + eps_z * axial
    denominator[na, na, nc] = np.inf
    terms = np.exp(-variance * (lateral + axial)) / denominator
    periodic = 4 * np.pi / (a * a * c) * terms.sum()
    angular = quad(lambda u: 1 / (eps_p + (eps_z - eps_p) * u * u), -1, 1)[0]
    isolated = angular / (2 * np.sqrt(np.pi * variance))
    return K * Q**2 / 2 * (periodic - isolated)


def point_energy(a, c, eps_p, eps_z):
    """Remove the first two powers of the variance by extrapolation."""
    s = 0.025**2
    values = [gaussian_energy(a, c, eps_p, eps_z, m * s) for m in (1, 2, 3)]
    return 3 * values[0] - 3 * values[1] + values[2]


def reduced_terms(kappa, cells):
    return np.array([shape_function(kappa * c / a) / a for a, c in cells])


def residual(kappa, cells, energies):
    f = reduced_terms(kappa, cells)
    e = energies
    return (e[0] - e[1]) * (f[0] - f[2]) - (e[0] - e[2]) * (f[0] - f[1])


SCAN = np.linspace(0.3, 4.0, 75)


def recover(cells, energies):
    values = np.array([residual(x, cells, energies) for x in SCAN])
    changes = np.flatnonzero(values[:-1] * values[1:] < 0)
    assert len(changes) == 1, "the scanned range must contain one root"
    j = changes[0]
    kappa = brentq(residual, SCAN[j], SCAN[j + 1], args=(cells, energies),
                   xtol=1e-13)
    f = reduced_terms(kappa, cells)
    g = -2 * (energies[0] - energies[1]) / (K * Q**2 * (f[0] - f[1]))
    assert g > 0
    e_iso = energies[0] + K * Q**2 * g * f[0] / 2
    return np.array([kappa / g, 1 / (g * kappa), e_iso]), kappa, g, f


# Plane formula against explicit Fourier sums, including strong anisotropy.
formula_error = 0.0
for case in [(0.92, 0.90, 7, 8.5), (1.38, 0.90, 7, 8.5),
             (1.0, 1.6, 12, 5), (1.2, 0.9, 5, 10)]:
    formula_error = max(formula_error,
                        abs(point_energy(*case) - plane_energy(*case)))
assert formula_error < 1e-5

# Finite-width term in an isotropic host.
width = 0.05
finite_shift = (gaussian_energy(0.92, 1.8, 8, 8, width**2)
                - plane_energy(0.92, 1.8, 8, 8))
law = 2 * np.pi * K * Q**2 * width**2 / (8 * 0.92**2 * 1.8)
assert abs(finite_shift - law) < 1e-7

# Synthetic exercise in the rough regime of rutile TiO2.
lattice_a, lattice_c = 0.46, 0.30
truth = np.array([7.0, 8.5, 3.2])
repeats = [(2, 3), (3, 3), (2, 6), (3, 5)]
all_cells = [(m * lattice_a, n * lattice_c) for m, n in repeats]
cells = all_cells[:3]
exact_data = np.array([truth[2] + point_energy(a, c, *truth[:2])
                       for a, c in all_cells])
given = np.round(exact_data[:3], 4)
answer, kappa, g, f = recover(cells, given)
unrounded_answer = recover(cells, exact_data[:3])[0]
assert np.max(np.abs(unrounded_answer - truth)) < 1e-3

# Response of the answer to a 1 meV change in each supplied energy.
sensitivity = np.zeros((3, 3))
for i in range(3):
    step = np.zeros(3)
    step[i] = 1e-3
    sensitivity[:, i] = (recover(cells, given + step)[0]
                         - recover(cells, given - step)[0]) / 2
noise = np.sqrt(np.sum(sensitivity**2, axis=1))
rounding_bound = 0.05 * np.sum(np.abs(sensitivity), axis=1)
assert np.all(np.abs(answer - truth) <= 1.05 * rounding_bound + 1e-4)

prediction = answer[2] + plane_energy(*all_cells[3], *answer[:2])
assert abs(prediction - exact_data[3]) < 3e-4

# Common lateral length: changing eps_p only shifts every energy equally.
common_a = np.array([point_energy(0.92, c, 7, 8.5)
                     - point_energy(0.92, c, 14, 8.5)
                     for c in (1.8, 2.7, 3.6)])
assert np.ptp(common_a) < 3e-5 and abs(common_a.mean()) > 0.05

# Common shape: a different permittivity pair gives the same energies.
target = plane_energy(0.92, 0.90, 7, 8.5)
other_eps_p = brentq(lambda x: plane_energy(0.92, 0.90, x, 10) - target, 4, 9)
shape_errors = [abs(point_energy(s * 0.92, s * 0.90, 7, 8.5)
                    - point_energy(s * 0.92, s * 0.90, other_eps_p, 10))
                for s in (1, 1.5, 2)]
assert max(shape_errors) < 2e-6 and abs(other_eps_p - 7) > 0.1

# Finite charge width: bias and its decrease when every cell length doubles.
biases = []
for scale in (1, 2):
    scaled = [(scale * a, scale * c) for a, c in cells]
    data = np.array([truth[2] + gaussian_energy(a, c, *truth[:2], width**2)
                     for a, c in scaled])
    biases.append(recover(scaled, data)[0] - truth)
bias_ratio = biases[0] / biases[1]
assert np.all((bias_ratio[:2] > 3.3) & (bias_ratio[:2] < 4.7))
assert 6.5 < bias_ratio[2] < 9.5

# Rough scales for relaxed ions in the first cell.
static_p, static_z = 90.0, 170.0
bulk_modulus, relaxation_volume = 210.0, 0.005
static_energy = plane_energy(*cells[0], static_p, static_z)
volume = cells[0][0]**2 * cells[0][1]
gpa_nm3_to_ev = 1e-18 / const.e
elastic = (bulk_modulus * gpa_nm3_to_ev * relaxation_volume**2 / (2 * volume))
mean_eps = (2 * answer[0] + answer[1]) / 3

print(f"K = {K:.6f} eV nm; charge = {Q:d} e; M = {M:.6f}")
print(f"A(1) = {shape_function(1):.6f}")
print(f"largest plane/Fourier difference = {formula_error*1e3:.6f} meV")
print(f"rough lattice lengths: a0 = {lattice_a:.2f}, c0 = {lattice_c:.2f} nm")
print(f"hidden inputs: eps_p = {truth[0]:.2f}, eps_z = {truth[1]:.2f}, "
      f"E_iso = {truth[2]:.4f} eV")
for i, (a, c) in enumerate(cells):
    print(f"cell {i+1}: {repeats[i][0]}x{repeats[i][0]}x{repeats[i][1]}, "
          f"a = {a:.2f} nm, c = {c:.2f} nm, E = {given[i]:.4f} eV")
print(f"root kappa = {kappa:.5f}; g = {g:.6f}")
print(f"scan: kappa {SCAN[0]:.1f} to {SCAN[-1]:.1f}, one root")
for i, (a, c) in enumerate(cells):
    print(f"cell {i+1}: t = {kappa*c/a:.5f}, A = {a*f[i]:.5f}, "
          f"f = {f[i]:.5f} nm^-1")
print(f"recovered eps_p = {answer[0]:.4f}; eps_z = {answer[1]:.4f}")
print(f"recovered E_iso = {answer[2]:.5f} eV = "
      f"{answer[2]*const.e*const.N_A/1000:.2f} kJ/mol")
print("rounding bounds: eps_p {:.4f}, eps_z {:.4f}, E_iso {:.3f} meV".format(
    rounding_bound[0], rounding_bound[1], rounding_bound[2] * 1e3))
for i, (a, c) in enumerate(cells):
    anis = plane_energy(a, c, *answer[:2])
    iso = plane_energy(a, c, mean_eps, mean_eps)
    print(f"cell {i+1}: image energy {anis*1e3:.2f} meV; "
          f"isotropic-mean value {iso*1e3:.2f} meV")
print(f"arithmetic mean permittivity = {mean_eps:.4f}")
print(f"held-out cell: a = {all_cells[3][0]:.2f}, c = {all_cells[3][1]:.2f} nm")
print(f"held-out energy: predicted {prediction:.5f}, "
      f"Fourier {exact_data[3]:.5f} eV")
print("1 meV rms noise: eps_p {:.3f}, eps_z {:.3f}, E_iso {:.2f} meV".format(
    noise[0], noise[1], noise[2] * 1e3))
print(f"common a = 0.92 nm; c = 1.8, 2.7, 3.6 nm; eps_p 7 versus 14:")
print(f"  common shift {common_a.mean()*1e3:.3f} meV, "
      f"spread {np.ptp(common_a)*1e3:.5f} meV")
print(f"common shape: (7, 8.5) matches ({other_eps_p:.4f}, 10), "
      f"error {max(shape_errors)*1e3:.6f} meV")
print(f"Gaussian charge width = {width:.3f} nm")
for scale, bias in zip((1, 2), biases):
    print(f"cell scale {scale}: bias eps_p {bias[0]:+.4f}, "
          f"eps_z {bias[1]:+.4f}, E_iso {bias[2]*1e3:+.3f} meV")
print("bias ratios: eps_p {:.3f}, eps_z {:.3f}, E_iso {:.3f}".format(
    *bias_ratio))
print(f"rough static permittivities: {static_p:.0f}, {static_z:.0f}")
print(f"relaxed-ion image energy, cell 1 = {static_energy*1e3:.2f} meV")
print(f"rough elastic inputs: B = {bulk_modulus:.0f} GPa, "
      f"dV = {relaxation_volume:.3f} nm^3")
print(f"elastic energy scale, cell 1 = {elastic*1e3:.2f} meV")
print("verified")
```

Running it gives:

```
K = 1.439965 eV nm; charge = -1 e; M = 3.900265
A(1) = 2.837297
largest plane/Fourier difference = 0.000100 meV
rough lattice lengths: a0 = 0.46, c0 = 0.30 nm
hidden inputs: eps_p = 7.00, eps_z = 8.50, E_iso = 3.2000 eV
cell 1: 2x2x3, a = 0.92 nm, c = 0.90 nm, E = 2.9019 eV
cell 2: 3x3x3, a = 1.38 nm, c = 0.90 nm, E = 2.9939 eV
cell 3: 2x2x6, a = 0.92 nm, c = 1.80 nm, E = 2.9929 eV
root kappa = 0.90713; g = 0.129666
scan: kappa 0.3 to 4.0, one root
cell 1: t = 0.88741, A = 2.93833, f = 3.19384 nm^-1
cell 2: t = 0.59161, A = 3.04755, f = 2.20837 nm^-1
cell 3: t = 1.77483, A = 2.04156, f = 2.21908 nm^-1
recovered eps_p = 6.9959; eps_z = 8.5017
recovered E_iso = 3.20007 eV = 308.76 kJ/mol
rounding bounds: eps_p 0.0076, eps_z 0.0093, E_iso 0.275 meV
cell 1: image energy -298.17 meV; isotropic-mean value -298.27 meV
cell 2: image energy -206.17 meV; isotropic-mean value -213.13 meV
cell 3: image energy -207.17 meV; isotropic-mean value -193.24 meV
arithmetic mean permittivity = 7.4979
held-out cell: a = 1.38, c = 1.50 nm
held-out energy: predicted 3.00723, Fourier 3.00723 eV
1 meV rms noise: eps_p 0.106, eps_z 0.126, E_iso 3.29 meV
common a = 0.92 nm; c = 1.8, 2.7, 3.6 nm; eps_p 7 versus 14:
  common shift -115.895 meV, spread 0.01160 meV
common shape: (7, 8.5) matches (6.2875, 10), error 0.000015 meV
Gaussian charge width = 0.050 nm
cell scale 1: bias eps_p +0.1842, eps_z +0.1662, E_iso -3.027 meV
cell scale 2: bias eps_p +0.0452, eps_z +0.0410, E_iso -0.378 meV
bias ratios: eps_p 4.079, eps_z 4.059, E_iso 8.004
rough static permittivities: 90, 170
relaxed-ion image energy, cell 1 = -19.31 meV
rough elastic inputs: B = 210 GPa, dV = 0.005 nm^3
elastic energy scale, cell 1 = 21.51 meV
verified
```
